# Cripps load-pull contours of a current- and voltage-limited transistor

**Q.** A source delivers most power into the conjugate of its own impedance. Why should a power transistor need another rule?

**A.** The conjugate rule holds for a linear source whose current and voltage may take any value the load asks for. A transistor runs into limits first. Take the extreme case of an ideal controlled current source, with infinite output resistance. The conjugate rule would ask for an infinite load resistance, hence an unbounded voltage, which a finite supply cannot give. The question has to be put again: which load takes most power before a limit is touched?

**Q.** Then state the limits, and where they apply.

**A.** They apply at the current source inside the transistor, before any output capacitance. The drain current $i$ and drain voltage $v$ obey

$$0\le i\le I_{\max},\qquad v\ge V_k ,$$

where $V_k$ is the knee voltage, below which the device no longer acts as a current source. The supply voltage $V_{dc}$ reaches the drain through a choke, and the bias current is $I_{\max}/2$. The load is coupled through a blocking capacitor, so it sees the alternating parts alone.

At the signal frequency the load is $Z=R+jX$ with $R>0$, and $Y=1/Z=G+jB$. Amplitudes are peak values and the time factor is $e^{j\omega t}$. With a sinusoidal drive of current amplitude $I$,

$$i=\tfrac12 I_{\max}+I\cos\omega t,\qquad v=V_{dc}-\mathrm{Re}\left(ZI\,e^{j\omega t}\right).$$

The minus sign appears because an increase of current into the drain is drawn through the load and pulls the drain voltage down.

**Q.** How much power does the load receive, and how large may $I$ become?

**A.** The load power is the time average of its voltage times its current. Since $\mathrm{Re}(ZIe^{j\omega t})=I(R\cos\omega t-X\sin\omega t)$,

$$P=I^2\,\overline{(R\cos^2\omega t-X\sin\omega t\cos\omega t)}=\tfrac12 I^2R ,$$

because $\cos^2$ averages to one half and $\sin\cos$ to zero.

The current swings by $\pm I$ about $I_{\max}/2$, so it reaches zero and $I_{\max}$ at the same amplitude. The voltage swings by $\pm|Z|I$ about $V_{dc}$ and must stay above $V_k$. Hence

$$I\le I_0=\tfrac12 I_{\max},\qquad |Z|I\le V_0=V_{dc}-V_k .$$

The highest voltage is then at most $V_{dc}+V_0$, which must lie below breakdown. The largest amplitude without clipping is

$$I=\min\left(I_0,\ V_0/|Z|\right).$$

**Q.** You are changing the drive from load to load. Is that fair?

**A.** It is part of the definition. The supply and bias are held fixed, and the drive is set for each load to the largest value that does not clip. At high $|Z|$ the drive must be backed off. If it were kept at $I_0$ there, the voltage would hit the knee and the formulas for unclipped sinusoids would not apply.

**Q.** Which limit acts where?

**A.** The two are equal when $|Z|=V_0/I_0$. Define

$$R_{opt}=\frac{V_0}{I_0},\qquad G_{opt}=\frac1{R_{opt}},\qquad P_{opt}=\tfrac12V_0I_0 .$$

For $|Z|\le R_{opt}$ the current limit acts, and

$$P=\tfrac12I_0^2R=P_{opt}\,\frac{R}{R_{opt}},$$

since $P_{opt}=\tfrac12I_0^2R_{opt}$. The reactance has dropped out: the amplitude is fixed, and a series reactance changes the voltage but not the power.

For $|Z|\ge R_{opt}$ the voltage limit acts. Because $1/Z=(R-jX)/|Z|^2$, we have $G=R/|Z|^2$, and

$$P=\tfrac12\frac{V_0^2}{|Z|^2}R=\tfrac12V_0^2G=P_{opt}\,\frac{G}{G_{opt}} ,$$

since $P_{opt}=\tfrac12V_0^2G_{opt}$. Now the voltage amplitude is fixed, and a parallel susceptance draws current without changing the power.

**Q.** So a contour of constant power is one of constant $R$ in one region and of constant $G$ in the other. How do I know that the pieces join?

**A.** Compare the two normalised quantities:

$$\frac{G}{G_{opt}}=\frac{R\,R_{opt}}{|Z|^2}=\frac{R}{R_{opt}}\left(\frac{R_{opt}}{|Z|}\right)^2 .$$

Where the current limits, the last bracket is at least 1, so $R/R_{opt}$ is the smaller. Where the voltage limits, it is at most 1, so $G/G_{opt}$ is the smaller. In both regions, therefore,

$$\frac{P}{P_{opt}}=\min\left(\frac{R}{R_{opt}},\ \frac{G}{G_{opt}}\right).$$

Choose a level $P=pP_{opt}$ with $0<p<1$. The first piece has $R=pR_{opt}$ and runs as far as $|Z|=R_{opt}$, where $X^2=R_{opt}^2-p^2R_{opt}^2$. The second has $G=pG_{opt}$ and runs as far as $|Y|=G_{opt}$. Thus

$$R=pR_{opt},\quad |X|\le R_{opt}\sqrt{1-p^2};\qquad G=pG_{opt},\quad |B|\le G_{opt}\sqrt{1-p^2}.$$

At an end of the first piece $G=R/|Z|^2=pR_{opt}/R_{opt}^2=pG_{opt}$, and $B=-X/R_{opt}^2=\mp G_{opt}\sqrt{1-p^2}$. These are the ends of the second piece, so the contour closes. At $p=1$ both pieces shrink to the point $Z=R_{opt}$, which is the optimum.

**Q.** What happens physically at the two joining points?

**A.** Both limits are touched: the current amplitude is $I_0$ and the voltage amplitude is $V_0$. The power is nevertheless below $P_{opt}$, because voltage and current are out of phase by an angle $\varphi$ with $\cos\varphi=R/|Z|=p$. At half power the phase is $60^\circ$.

**Q.** You call the pieces arcs. In the impedance plane the first is a straight line.

**A.** It is an arc on the Smith chart, the plane of the reflection coefficient. Refer it to $R_{opt}$ first:

$$\Gamma=\frac{Z-R_{opt}}{Z+R_{opt}},\qquad \frac{Z}{R_{opt}}=\frac{1+\Gamma}{1-\Gamma}.$$

With $u=\mathrm{Re}\,\Gamma$, multiply numerator and denominator by $1-\Gamma^*$ and take the real part:

$$\frac{R}{R_{opt}}=\frac{1-|\Gamma|^2}{1-2u+|\Gamma|^2}.$$

Setting this equal to $p$ and collecting terms gives

$$(1+p)|\Gamma|^2-2pu=1-p .$$

Divide by $1+p$ and complete the square:

$$\left|\Gamma-\frac{p}{1+p}\right|^2=\frac{1-p}{1+p}+\frac{p^2}{(1+p)^2}=\frac{1}{(1+p)^2}.$$

This is a circle with centre $p/(1+p)$ and radius $1/(1+p)$. The normalised admittance is $(1-\Gamma)/(1+\Gamma)$, the same function with $\Gamma$ replaced by $-\Gamma$. The conductance circle therefore has centre $-p/(1+p)$ and the same radius.

The condition $|Z|\le R_{opt}$ means $|1+\Gamma|\le|1-\Gamma|$, or $u\le0$. The resistance arc is the part of its circle in the left half of the chart, and the conductance arc is the part of its circle in the right half. Setting $u=0$ in the circle equation gives the corners,

$$\Gamma=\pm j\sqrt{\frac{1-p}{1+p}} .$$

**Q.** Are they true corners, or does the curve turn smoothly?

**A.** They are true corners for $0<p<1$. The region with $P\ge pP_{opt}$ is the overlap of the two discs, because both normalised quantities must be at least $p$. At a corner draw the two radii, each of length $1/(1+p)$, to the centres at $\pm p/(1+p)$. Half the angle $\alpha$ between them has sine $p$. The radii are perpendicular to the edges of the overlap, so its interior angle is

$$\pi-\alpha=\pi-2\arcsin p=2\arccos p .$$

As $p\to0$ this tends to $180^\circ$ and the region fills the whole chart. As $p\to1$ the region becomes a thin lens, taller than it is wide, and closes on the centre.

**Q.** Then a single standing-wave ratio cannot tell me the power loss.

**A.** It gives a range. Write $|\Gamma|=\rho$. The smaller of the two normalised quantities is

$$\frac{P}{P_{opt}}=\frac{1-\rho^2}{1+\rho^2+2|u|}.$$

On the circle of fixed $\rho$, $|u|$ runs from 0 to $\rho$. The best case is a corner direction, with $(1-\rho^2)/(1+\rho^2)$. The worst is a real load, with $(1-\rho^2)/(1+\rho)^2=(1-\rho)/(1+\rho)$, the reciprocal of the standing-wave ratio.

For a ratio of 2, $\rho=1/3$ and the power lies between 0.50 and 0.80 of the optimum. A linear source of internal resistance $R_{opt}$ would deliver $1-\rho^2=0.89$ of its available power at every phase. The limited transistor is the more sensitive of the two.

**Q.** Give me numbers for a device.

**A.** Take rough round values in the regime of a gallium-nitride high-electron-mobility transistor: 4 mm gate width, 0.75 A/mm, 28 V supply and an on-resistance of 4 ohm mm. Then $I_{\max}=3$ A and the on-resistance is $R_{on}=1$ ohm. The knee is set at $V_k=R_{on}I_{\max}=3$ V. Hence

$$I_0=1.5\ \mathrm{A},\qquad V_0=28-3=25\ \mathrm{V},$$

$$R_{opt}=\frac{25}{1.5}=16.7\ \Omega,\qquad P_{opt}=\tfrac12(25)(1.5)=18.75\ \mathrm{W}\ (42.7\ \mathrm{dBm}).$$

The supply gives $28\times1.5=42$ W, so the efficiency is 45 %. For three levels the contours are as follows, with $R$ and $|X|$ in ohm and $G$ in mS.

| Level | $R$ arc | $\lvert X\rvert$ up to | $G$ arc | Corner angle |
|---|---|---|---|---|
| −1 dB | 13.2 | 10.1 | 47.7 | 75° |
| −2 dB | 10.5 | 12.9 | 37.9 | 102° |
| Half power | 8.33 | 14.4 | 30.0 | 120° |

The half-power contour crosses the real axis at 8.33 ohm and at $1/(30\ \mathrm{mS})=33.3$ ohm. At the first the current amplitude is 1.5 A and the power is $\tfrac12(1.5)^2(8.33)=9.4$ W. At the second the voltage amplitude is 25 V and the power is $\tfrac12(25)^2(0.030)=9.4$ W.

**Q.** My chart is referred to 50 ohm.

**A.** Only the normalised values change. At half power $r=8.33/50=0.167$, so the resistance circle has centre $r/(1+r)=0.143$ and radius $1/(1+r)=0.857$. The conductance is $g=0.030\times50=1.5$, so its circle has centre $-g/(1+g)=-0.60$ and radius $1/(1+g)=0.40$. The arcs still join where $|Z|=16.7$ ohm, which is no longer the vertical axis of the chart.

**Q.** The argument uses two regions and a minimum. Has it been tested without them?

**A.** Yes. For 300 random loads with $|\Gamma|<0.95$, the waveforms were computed at 4096 instants per period and the drive was raised until a current or voltage limit was touched. The average power differed from the minimum formula by at most $5.9\times10^{-7}$ of its value. Sampling can miss a peak by a relative $(\pi/4096)^2/2\approx3\times10^{-7}$, which counts twice in the power and accounts for this size.

The three contours were also traced from such powers along 24 rays each. At all 72 points the normalised resistance (left half) or conductance (right half) equalled $p$ to within $4\times10^{-7}$.

**Q.** I cannot connect a tuner to the internal current source. What do I see outside?

**A.** Include an output capacitance $C$ across the source, and leave out the package inductance. The internal admittance is the sum

$$Y=Y_{ext}+j\omega C,\qquad G_{ext}=G,\quad B_{ext}=B-\omega C .$$

The capacitor takes no average power, so the power formula still holds with the internal $Y$. The conductance arc remains one of constant conductance, shifted in susceptance. The other arc does not keep a constant resistance. With $R_1=pR_{opt}$, it satisfies $G/(G^2+B^2)=R_1$, or

$$\left(G-\frac1{2R_1}\right)^2+B^2=\frac1{4R_1^2}.$$

The shift moves this circle in the admittance plane. It remains a circle there, and also on the Smith chart, since the map from admittance to reflection coefficient takes circles to circles or lines. But a circle of constant series resistance must have its centre on the real axis of the admittance plane, and this one has moved off it.

For 0.3 pF/mm, $C=1.2$ pF, and at 3.5 GHz $\omega C=26.4$ mS. Along the half-power arc with internal $R=8.33$ ohm, the external resistance runs from 4.3 to 19.3 ohm. The best external load must cancel the capacitance:

$$Y_{ext}=G_{opt}-j\omega C=(60.0-j26.4)\ \mathrm{mS},\qquad Z_{ext}=(14.0+j6.1)\ \Omega .$$

So the statement about one resistance arc and one conductance arc belongs to the internal plane. In a packaged device the move to that plane must include the inductance too: 0.3 nH in series with this load, if ignored, adds 6.6 ohm of reactance and lowers the power by 35 %.

**Q.** Is it restricted to class A bias?

**A.** It also holds for ideal class B, if the load short-circuits all harmonics. The current is then a half-sine of peak $I_p\le I_{\max}$. Its fundamental amplitude is

$$\frac1\pi\int_{-\pi/2}^{\pi/2}I_p\cos^2\theta\,d\theta=\frac1\pi\,I_p\,\frac\pi2=\frac{I_p}{2},$$

which is again at most $I_{\max}/2=I_0$. The harmonic shorts keep the voltage sinusoidal, so its amplitude is again at most $V_0$. With the flat knee, both limits, and hence the contours, are unchanged.

**Q.** What if I drive harder and accept clipped current?

**A.** Keep the class A bias and the harmonic shorts, and drive to twice the clipping level. The current is flat until $\theta=60^\circ$, where $2\cos\theta=1$. In units of $I_0$ its fundamental is

$$\frac4\pi\left[\int_0^{\pi/3}\cos\theta\,d\theta+2\int_{\pi/3}^{\pi/2}\cos^2\theta\,d\theta\right]
=\frac4\pi\left[\frac{\sqrt3}{2}+\frac\pi6-\frac{\sqrt3}{4}\right]=1.218 .$$

The voltage limit stays at $V_0$. For $|Z|\le R_{opt}/1.218$ the power rises by the factor $1.218^2=1.48$. Between there and $|Z|=R_{opt}$ the voltage limit takes over, and the factor is $(R_{opt}/|Z|)^2$, which falls to 1. Where the voltage already limited, nothing is gained, as long as the knee is a hard floor that the voltage may not cross. The same derivation applies with $I_0$ replaced by $1.218I_0$. The optimum moves to $16.7/1.218=13.7$ ohm and 22.8 W. The shape of the contours survives, with a new centre.

**Q.** A real knee slopes. Does the conductance arc survive that?

**A.** Not strictly. Replace the fixed $V_k$ by the condition $v\ge R_{on}i$ at each instant. Inserting the waveforms gives

$$V_{dc}-\tfrac12R_{on}I_{\max}-\mathrm{Re}\left[(Z+R_{on})Ie^{j\omega t}\right]\ge0,$$

$$I\le\frac{V_{dc}-R_{on}I_{\max}/2}{|Z+R_{on}|}.$$

The voltage-limited contour now has constant $R/|Z+R_{on}|^2$ instead of constant $R/|Z|^2=G$. At $R_{opt}$ the bound is $26.5/17.7=1.5$ A, so the optimum is unchanged. At $2R_{opt}$ it is $26.5/34.3=0.772$ A instead of 0.75 A, and the power is 5.9 % higher. For very large resistance the gain tends to $(26.5/25)^2-1=12$ %. The flat knee is pessimistic there because a small current swing never brings the current to $I_{\max}$, where the sloping knee is highest.

**Q.** And heating? This device turns more than half its supply power into heat.

**A.** Heating breaks the balance between the arcs. Assume, roughly, a thermal resistance of 3.5 K/W and a current limit that falls by 0.15 % per kelvin. Let the bias current follow half the reduced limit, with the knee held fixed. Solving for temperature and current together gives:

- at $R_{opt}/2$, a rise of 101 K and a fall from 9.38 to 6.75 W;
- at $R_{opt}$, a rise of 79 K and a fall from 18.8 to 14.6 W;
- at $2R_{opt}$, a rise of 94 K and an unchanged 9.38 W.

The last load needs an amplitude of 0.75 A, which the hot device can still supply, so the voltage limit keeps control. Its power is unchanged only because the knee was held fixed. In a real device the on-resistance rises with temperature; with a rise of 0.7 % per kelvin, and the knee set by the hot on-resistance and hot current limit, this load would receive about 8.4 W (with the sloping knee, 9.1 W against 9.9 W cold). Two loads on one cold contour thus lie on different hot contours. These are continuous-wave figures; pulses short enough and widely enough spaced to avoid the temperature rise would bring back the cold values.

**Q.** How far, then, does the example stand from a real gallium-nitride device?

**A.** The inputs are rough typical values, with the on-resistance towards the high side. The resulting 4.7 W/mm is of a plausible size for a 28 V supply. The peak voltage of 53 V is 0.44 of a rough 120 V breakdown, so leaving out an upper voltage limit is reasonable here. Real devices break the assumption of a fixed, cold current limit: in the estimate above this lowers the power at the load $R_{opt}$ by 22 %. Twofold overdrive of a cold device raises the optimum power by 22 % if the load is moved to the new optimum. At the old load the flat-knee model gives no gain. A device whose current is limited to $v/R_{on}$ can be driven into the knee, and with the harmonics shorted it gains about 13 % there. Charge trapping can raise the on-resistance. An increase by half would give $V_k=4.5$ V and $P_{opt}=\tfrac12(23.5)(1.5)=17.6$ W, a loss of 6 % if the load is moved to the new optimum of 15.7 ohm. At the old load the loss is 12 %.

The capacitance also varies with voltage. If it changes linearly by $\pm20$ % over the full swing, its charge contains the term $0.2\,C(V_0\cos\omega t)^2/(2V_0)$. The part at $2\omega$ has amplitude $0.2\,CV_0/4$, and its time derivative is a current of amplitude $0.2\,\omega CV_0/2=0.066$ A, or 4.4 % of $I_0$. If the harmonics are shorted at the internal plane, this current produces no harmonic voltage there. The quadratic charge term has no part at $\omega$, so for this linear law the capacitive current at the signal frequency is unchanged. A curved law changes it: with $C\propto(v+2\ \mathrm{V})^{-1/2}$ and the same value at the bias point, the capacitive current at $\omega$ is 9 % larger and the current at $2\omega$ is 0.19 A.

**Q.** When may I use the contours for design, then?

**A.** Use them to choose the region in which to search, when the output capacitance and package inductance are known well enough to move to the internal plane, the harmonics are shorted or absent, and both the current limit and the knee voltage are taken at the working temperature, which itself depends on the load. Within those conditions, and with the knee voltage and temperature held fixed, they also tell you which change helps. On the resistance arc more current capability raises the power, until the voltage limit is reached, and more supply voltage does not. On the conductance arc it is the reverse. At the corners both limits act, and neither increase helps alone. The remaining values are in the numerical output below.

## Computed values

```
Gate width 4.0 mm, current limit 3.00 A
Supply 28.0 V, on-resistance 1.00 ohm
Knee voltage 3.00 V, bias current 1.50 A
Amplitude limits V0 25.00 V, I0 1.50 A
Optimum resistance 16.667 ohm
Optimum conductance 60.00 mS
Optimum power 18.750 W = 42.73 dBm
Power per width 4.69 W/mm
Supply power 42.00 W, efficiency 0.4464
Largest relative power error, 300 loads: 5.9e-07
Largest arc error, 72 traced points: 4.0e-07
Contour -1 dB: p 0.7943, power 14.894 W
  R arc: R 13.239 ohm, |X| to 10.125 ohm
  G arc: G 47.66 mS, |B| to 36.45 mS
  real-axis crossing of G arc 20.982 ohm
  circle centres +/-0.4427, radius 0.5573
  corner |gamma| 0.3386, angle 74.82 deg
Contour -2 dB: p 0.6310, power 11.830 W
  R arc: R 10.516 ohm, |X| to 12.930 ohm
  G arc: G 37.86 mS, |B| to 46.55 mS
  real-axis crossing of G arc 26.415 ohm
  circle centres +/-0.3869, radius 0.6131
  corner |gamma| 0.4757, angle 101.76 deg
Contour half power: p 0.5000, power 9.375 W
  R arc: R 8.333 ohm, |X| to 14.434 ohm
  G arc: G 30.00 mS, |B| to 51.96 mS
  real-axis crossing of G arc 33.333 ohm
  circle centres +/-0.3333, radius 0.6667
  corner |gamma| 0.5774, angle 120.00 deg
50 ohm chart, half-power R circle: centre 0.1429, radius 0.8571
50 ohm chart, half-power G circle: centre -0.6000, radius 0.4000
Standing-wave ratio 2: |gamma| 0.3333, P/Popt 0.5000 to 0.8000
  conjugate-match law would give 0.8889
Frequency 3.50 GHz, capacitance 1.20 pF
Capacitive susceptance 26.39 mS
External optimum 13.97 + j6.14 ohm
Half-power R arc outside: R 4.26 to 19.31 ohm
Class B fundamental current limit 1.5000 A
Sloping knee, power change at Ropt -0.00 %
  at 2 Ropt 5.91 %, high-R limit 12.36 %
Overdrive x2: fundamental current x1.2180
  low-R power x1.4835, new optimum 13.68 ohm, 22.84 W
Heating inputs 3.5 K/W, current loss 0.15 %/K
  R = 0.5 Ropt: cold 9.38 W, hot 6.75 W, rise 101 K
  R = 1.0 Ropt: cold 18.75 W, hot 14.59 W, rise 79 K
  R = 2.0 Ropt: cold 9.38 W, hot 9.38 W, rise 94 K
Trapping, on-resistance x1.5: optimum power 17.62 W (-6.0 %)
Capacitance +/-20 %: second harmonic 0.0660 A = 4.4 % of I0
Peak voltage 53.0 V, rough breakdown 120 V, ratio 0.44
```
